# Why RMM-DIIS Settles on a Nearby Eigenvector and Can Miss States: a program that tests the result

```python
"""Residual minimization (RMM-DIIS) for the pencil H c = e S c.
Result under test: the residual norm has a minimum at every eigenvector, so
the iteration stays with a nearby state and can miss lower ones.
  rho(c)  = sqrt(R^T S^-1 R / c^T S c),  R = (H - e(c) S) c
  e(c)    = Rayleigh quotient;  gap[k] = distance of level k to its neighbour
Local guarantee: (1 + sqrt 2) rho < gap[k] keeps the iteration at state k.
Energies are in eV; the basis is dimensionless. States are printed from 1.
"""
import numpy as np
from scipy.linalg import eigh, ldl
from scipy.optimize import minimize
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
N = 8
COUPLING, D_PROJ, Q_PROJ = 0.2, -0.5, 0.3
STEP = -0.2          # trial step length in 1/eV
INNER = 4            # trial vectors added before a restart
TOL = 1e-6           # residual norm at convergence, eV
rng = np.random.default_rng(1)

projector = np.ones(N) / np.sqrt(N)
H = np.diag(np.arange(N, dtype=float))
H += COUPLING * (np.eye(N, k=1) + np.eye(N, k=-1))
H += D_PROJ * np.outer(projector, projector)
S = np.eye(N) + Q_PROJ * np.outer(projector, projector)
S_inv = np.linalg.inv(S)
LT = np.linalg.cholesky(S).T
levels, V = eigh(H, S)
gap = np.array([np.min(np.abs(np.delete(levels, k) - levels[k]))
                for k in range(N)])


def energy(c):
    return (c @ H @ c) / (c @ S @ c)


def residual_square(c, metric=S_inv):
    r = H @ c - energy(c) * (S @ c)
    return (r @ metric @ r) / (c @ S @ c)


def rho(c):
    return np.sqrt(residual_square(c))


def state_of(c):
    return int(np.argmax((V.T @ S @ c) ** 2))


def s_orthonormal(columns):
    """S-orthonormal basis of the column span, and the triangular factor."""
    q, t = np.linalg.qr(LT @ columns)
    return np.linalg.solve(LT, q), t


def rmm_diis(start, common_shift=True, max_cycles=2000):
    """common_shift: one shift per step and the S^-1 norm; otherwise stored
    residuals with their own energies and the plain norm."""
    metric = S_inv if common_shift else np.eye(N)
    current = start / np.sqrt(start @ S @ start)
    trace = []
    for _ in range(max_cycles):
        columns, shifts = [current], [energy(current)]
        for _ in range(INNER):
            e = energy(current)
            r = H @ current - e * (S @ current)
            trace.append(np.sqrt(r @ metric @ r))
            if trace[-1] < TOL:
                return current, np.array(trace)
            trial = current + STEP * (metric @ r)
            columns.append(trial)
            shifts.append(energy(trial))
            B = np.array(columns).T
            span, t = s_orthonormal(B)
            if common_shift:
                res = H @ span - e * (S @ span)
            else:
                res = (H @ B - (S @ B) * np.array(shifts)) @ np.linalg.inv(t)
            _, a = np.linalg.eigh(res.T @ metric @ res)
            current = span @ a[:, 0]
    raise RuntimeError("residual minimization did not converge")


def block_energy_step(X):
    """Rayleigh-Ritz in the span of the bands and their residuals."""
    e = np.array([energy(x) for x in X.T])
    R = S_inv @ (H @ X - (S @ X) * e)
    span, _ = s_orthonormal(np.hstack([X, R]))
    _, a = np.linalg.eigh(span.T @ H @ span)
    return span @ a[:, :X.shape[1]]


# Curvatures at every eigenvector, by finite differences from the definitions.
h = 1e-3


def curvature(function, k, i):
    return (function(V[:, k] + h * V[:, i]) - 2 * function(V[:, k])
            + function(V[:, k] - h * V[:, i])) / h**2


for k in range(N):
    for i in range(N):
        if i == k:
            continue
        d = levels[i] - levels[k]
        plain = (H - levels[k] * S) @ V[:, i]
        assert np.isclose(curvature(energy, k, i), 2 * d, rtol=1e-4, atol=1e-5)
        assert np.isclose(curvature(residual_square, k, i), 2 * d**2,
                          rtol=1e-4, atol=1e-5)
        assert np.isclose(
            curvature(lambda c: residual_square(c, np.eye(N)), k, i),
            2 * plain @ plain, rtol=1e-4, atol=1e-5)

# Barrier on the arc between two eigenvectors.
angles = np.linspace(0, np.pi / 2, 181)
for a in range(N):
    for b in range(a + 1, N):
        arc = np.array([rho(np.cos(t) * V[:, a] + np.sin(t) * V[:, b])
                        for t in angles])
        assert np.argmax(arc) == 90
        assert np.isclose(arc.max(), (levels[b] - levels[a]) / 2, atol=1e-8)
        if (a, b) == (2, 3):
            barrier_34 = arc.max()

# A general minimizer finds no minimum with a nonzero residual.
worst_minimum = max(minimize(residual_square, rng.normal(size=N),
                             method="BFGS").fun for _ in range(20))
assert worst_minimum < 1e-6

# Local guarantee on random starts that satisfy its condition.
near_count, largest_ratio = 0, 0.0
while near_count < 60:
    k = int(rng.integers(N))
    noise = rng.normal(size=N)
    noise /= np.linalg.norm(noise)
    start = V[:, k] + rng.uniform(0, 0.2) * (V @ noise)
    nearest = int(np.argmin(np.abs(levels - energy(start))))
    ratio = (1 + np.sqrt(2)) * rho(start) / gap[nearest]
    if ratio >= 1:
        continue
    final, trace = rmm_diis(start)
    assert state_of(final) == nearest
    assert np.all(np.diff(trace) < 1e-9)
    near_count += 1
    largest_ratio = max(largest_ratio, ratio)

# Random far starts: always an eigenvector, not always the expected one.
far_count, overlap_hits, energy_hits = 100, 0, 0
for _ in range(far_count):
    start = V @ rng.normal(size=N)
    final, trace = rmm_diis(start)
    assert np.all(np.diff(trace) < 1e-9)
    found = state_of(final)
    assert abs(energy(final) - levels[found]) < 1e-8
    overlap_hits += found == state_of(start)
    energy_hits += found == np.argmin(np.abs(levels - energy(start)))
assert overlap_hits < far_count

# Three bands whose starts lie near states 1, 2 and 4.
targets = [0, 1, 3]
main_weight = 0.995
starts = []
for k in targets:
    amplitudes = np.full(N, np.sqrt((1 - main_weight) / (N - 1)))
    amplitudes[k] = np.sqrt(main_weight)
    starts.append(V @ amplitudes)
finals, steps = [], []
for k, start in zip(targets, starts):
    assert (1 + np.sqrt(2)) * rho(start) < gap[k]
    final, trace = rmm_diis(start)
    assert state_of(final) == k
    finals.append(final)
    steps.append(len(trace) - 1)
    stored, _ = rmm_diis(start, common_shift=False)
    assert state_of(stored) == k

F = np.array(finals).T
ritz = eigh(F.T @ H @ F, F.T @ S @ F, eigvals_only=True)
assert np.allclose(ritz, levels[targets], atol=1e-8)
count_shift = ritz[-1] + 0.3
_, block_diagonal, _ = ldl(H - count_shift * S)
count_below = int(np.sum(np.linalg.eigvalsh(block_diagonal) < 0))
assert count_below == np.sum(levels < count_shift)
assert count_below > len(finals)

# Energy minimization from the same starts finds the lowest three.
X0, _ = s_orthonormal(np.array(starts).T)
X, block_steps = X0.copy(), 0
while block_steps < 5 or max(rho(x) for x in X.T) > TOL:
    X = block_energy_step(X)
    block_steps += 1
    assert block_steps < 3000
block_energies = np.sort([energy(x) for x in X.T])
assert np.allclose(block_energies, levels[:3], atol=1e-8)

# Fewest block steps after which residual minimization misses nothing.
X, cure_steps = X0.copy(), 0
while sorted(state_of(rmm_diis(x)[0]) for x in X.T) != [0, 1, 2]:
    X = block_energy_step(X)
    cure_steps += 1
    assert cure_steps < 200
assert cure_steps > 0

# A far start ends in the state in which it has the smallest of three weights.
far_weights = np.array([0.36, 0.30, 0.34])
far_start = V[:, :3] @ np.sqrt(far_weights)
far_final, _ = rmm_diis(far_start)
assert state_of(far_start) == 0 and state_of(far_final) == 1
duplicate_overlap = abs(far_final @ S @ finals[1])
assert duplicate_overlap > 1 - 1e-8

print(f"basis size: {N}")
print(f"diagonal of H before projector: {0} to {N - 1} eV, spacing 1 eV")
print(f"neighbour coupling: {COUPLING:.1f} eV")
print(f"projector strength in H: {D_PROJ:.1f} eV; in S: {Q_PROJ:.1f}")
print(f"projector components, all equal: {projector[0]:.4f}")
print(f"trial step: {STEP:.1f} 1/eV; trial vectors per restart: {INNER}")
print(f"convergence threshold: {TOL:.0e} eV")
for k in range(N):
    print(f"level {k + 1}: {levels[k]:.4f} eV, nearest gap {gap[k]:.4f} eV")
for i in (0, 1, 3, 4):
    print(f"at state 3 towards {i + 1}: energy curvature "
          f"{curvature(energy, 2, i):.3f} eV, rho^2 curvature "
          f"{curvature(residual_square, 2, i):.3f} eV^2")
print(f"barrier in rho between states 3 and 4: {barrier_34:.4f} eV")
print(f"largest rho^2 at 20 BFGS minima: {worst_minimum:.1e} eV^2")
print(f"near starts, all kept their state: {near_count}")
print(f"largest (1+sqrt2) rho/gap among them: {largest_ratio:.3f}")
print(f"random far starts, all reached an eigenvector: {far_count}")
print(f"  ended at state of largest overlap: {overlap_hits}")
print(f"  ended at level nearest starting energy: {energy_hits}")
print(f"main weight of each band start: {main_weight:.3f}")
for j, k in enumerate(targets):
    print(f"band {j + 1} start: e {energy(starts[j]):.4f} eV, "
          f"rho {rho(starts[j]):.4f} eV, limit "
          f"{gap[k] / (1 + np.sqrt(2)):.4f} eV")
    print(f"band {j + 1} end: state {state_of(finals[j]) + 1}, "
          f"e {energy(finals[j]):.4f} eV, {steps[j]} steps")
print("Ritz values of final bands:", np.round(ritz, 4), "eV")
print(f"levels below {count_shift:.4f} eV by inertia: {count_below}")
print(f"missed level 3: {levels[2]:.4f} eV = "
      f"{levels[2] / HARTREE_EV:.5f} hartree")
print("block energy minimization:", np.round(block_energies, 4), "eV")
print(f"block steps to convergence: {block_steps}")
print(f"fewest block steps that cure the miss: {cure_steps}")
print("far start weights on states 1, 2, 3:", far_weights)
print(f"far start: e {energy(far_start):.4f} eV, rho {rho(far_start):.4f} eV")
print(f"far start ends at state {state_of(far_final) + 1}, "
      f"e {energy(far_final):.4f} eV")
print(f"its S-overlap with final band 2: {duplicate_overlap:.8f}")
print("tests ok")
```

It prints:

```
basis size: 8
diagonal of H before projector: 0 to 7 eV, spacing 1 eV
neighbour coupling: 0.2 eV
projector strength in H: -0.5 eV; in S: 0.3
projector components, all equal: 0.3536
trial step: -0.2 1/eV; trial vectors per restart: 4
convergence threshold: 1e-06 eV
level 1: -0.0845 eV, nearest gap 0.9750 eV
level 2: 0.8906 eV, nearest gap 0.9642 eV
level 3: 1.8547 eV, nearest gap 0.9642 eV
level 4: 2.8309 eV, nearest gap 0.9762 eV
level 5: 3.8153 eV, nearest gap 0.9844 eV
level 6: 4.8072 eV, nearest gap 0.9918 eV
level 7: 5.8109 eV, nearest gap 0.9910 eV
level 8: 6.8019 eV, nearest gap 0.9910 eV
at state 3 towards 1: energy curvature -3.878 eV, rho^2 curvature 7.521 eV^2
at state 3 towards 2: energy curvature -1.928 eV, rho^2 curvature 1.859 eV^2
at state 3 towards 4: energy curvature 1.952 eV, rho^2 curvature 1.906 eV^2
at state 3 towards 5: energy curvature 3.921 eV, rho^2 curvature 7.688 eV^2
barrier in rho between states 3 and 4: 0.4881 eV
largest rho^2 at 20 BFGS minima: 9.1e-10 eV^2
near starts, all kept their state: 60
largest (1+sqrt2) rho/gap among them: 0.989
random far starts, all reached an eigenvector: 100
  ended at state of largest overlap: 78
  ended at level nearest starting energy: 23
main weight of each band start: 0.995
band 1 start: e -0.0649 eV, rho 0.3094 eV, limit 0.4039 eV
band 1 end: state 1, e -0.0845 eV, 15 steps
band 2 start: e 0.9046 eV, rho 0.2513 eV, limit 0.3994 eV
band 2 end: state 2, e 0.8906 eV, 44 steps
band 3 start: e 2.8338 eV, rho 0.1747 eV, limit 0.4043 eV
band 3 end: state 4, e 2.8309 eV, 72 steps
Ritz values of final bands: [-0.0845  0.8906  2.8309] eV
levels below 3.1309 eV by inertia: 4
missed level 3: 1.8547 eV = 0.06816 hartree
block energy minimization: [-0.0845  0.8906  1.8547] eV
block steps to convergence: 16
fewest block steps that cure the miss: 1
far start weights on states 1, 2, 3: [0.36 0.3  0.34]
far start: e 0.8674 eV, rho 0.8110 eV
far start ends at state 2, e 0.8906 eV
its S-overlap with final band 2: 1.00000000
tests ok
```
